Kramers' Transmission Factor for Ion Hopping over a Parabolic Saddle

## Part 1. From a frictionless crossing to the transmission factor

### What dimensions and mass scaling fix

An ion leaves a potential well by passing over a saddle. Let x be the coordinate along its path, with the saddle at x = 0, the reactant well at negative x and the product side at positive x. The well bottom has energy zero. Near the saddle the potential energy is

V(x) = E_b − ½ m ω_b² x²,

where m is the moving mass, E_b the barrier and ω_b the frequency that measures the downward curvature. The surroundings exert a friction force −mγv and a random thermal force at temperature T. Boltzmann's constant is k_B, and k without a subscript is a rate.

Transition-state theory, TST below, counts every crossing from left to right as a completed hop. Let κ be the true rate divided by the TST rate. For an unbounded parabola, κ can depend on m, ω_b, γ and k_BT. It has no unit. The energy k_BT contains a length squared, and none of the other three quantities contains a length that could cancel it. Temperature therefore drops out. The mass then drops out too, since nothing is left to cancel its unit. What remains is

κ = κ(g), g = γ/ω_b.

One limit follows from mass scaling. At strong friction, inertia should not matter: the motion depends on the drag coefficient ζ = mγ and on the force constants K₀ = mω₀² of the well and K_b = mω_b² of the saddle. The TST rate, derived next, is proportional to ω₀ = √(K₀/m), hence to m^(−1/2). Since g = ζ/√(mK_b), it also varies as m^(−1/2) at fixed ζ and K_b. The product κω₀ is free of m if κ varies as m^(1/2), which means

κ ∝ 1/g at large g.

The inverse-friction law is thus fixed before any equation of motion is solved. The coefficient, and the function between the limits, need the dynamics.

### The simplest case: no friction at the saddle

Suppose that some process keeps the well in thermal equilibrium, but that friction is negligible while the ion crosses. The equilibrium density in position and velocity is

ρ_eq(x,v) = (1/Z) exp[−(½mv² + V(x))/k_BT],

with Z chosen so that the reactant well holds one ion. Define the thermal velocity s by

s² = k_BT/m.

Near its bottom the well is V = ½mω₀²(x − x_w)². For E_b ≫ k_BT almost all the population lies there, so Z is a product of two Gaussian integrals:

Z = √(2π) s · √(2π) s/ω₀ = 2πs²/ω₀.

The flux to the right through x = 0 is

J₊ = (1/Z) exp(−E_b/k_BT) ∫₀^∞ v exp(−v²/2s²) dv.

The integrand is the derivative of −s² exp(−v²/2s²), so the integral equals s². Since the well holds one ion, the flux is the rate:

k_TST = (ω₀/2π) exp(−E_b/k_BT).

Two assumptions were used. States near the barrier energy are thermally filled, and an ion that crosses does not return. Friction at the saddle spoils the second assumption, because the random force can turn an ion back. It may also help to secure the first, a matter taken up in Part 2.

### Friction without noise

Next switch on the drag but leave out the random force. Near the saddle

x'' + γx' − ω_b²x = 0.

Inserting x = exp(λt) gives

λ² + γλ − ω_b² = 0.

The product of the two roots is −ω_b², so one root is positive and one negative. From here on λ means the positive root,

λ = √(γ²/4 + ω_b²) − γ/2.

It is the rate at which the ion runs away from the saddle. For γ = 0 it equals ω_b. For large γ the equation is dominated by γλ = ω_b², so λ → ω_b²/γ. This agrees with dropping inertia at the start: drag balances slope, mγv = mω_b²x, and x grows at the rate ω_b²/γ.

The ratio λ/ω_b tends to 1 at weak friction and to 1/g at strong friction, as κ should. That makes it a candidate for κ, but not yet a result, because noise decides which ions return.

### Adding the thermal force

The Langevin equation at the saddle is

x' = v, v' = ω_b²x − γv + R(t)/m,

⟨R(t)R(t')⟩ = 2mγk_BT δ(t − t').

The friction is called Markovian because the drag depends on the present velocity alone and the noise has no memory. In a short time dt the noise changes the velocity by a random amount of mean zero and variance 2mγk_BT dt/m² = 2γs²dt. The strength is set by equilibrium: for a free ion, d⟨v²⟩/dt = −2γ⟨v²⟩ + 2γs², which vanishes at the thermal value ⟨v²⟩ = s².

To find how the density ρ(x,v,t) evolves, take any smooth function G(x,v) that vanishes far away. Expanding its change to first order in dt, and keeping the square of the random velocity step because that is also of order dt, gives

d⟨G⟩/dt = ⟨v G_x + (ω_b²x − γv) G_v + γs² G_vv⟩.

Subscripts x, v and t denote partial derivatives. Write each average as an integral over ρ and move the derivatives from G to ρ by parts. A first derivative changes sign, and a second derivative does not. Since G is arbitrary,

ρ_t = −vρ_x − ω_b²xρ_v + γ ∂_v(vρ + s²ρ_v).

This is the Fokker–Planck equation. We need its steady solution with a thermal supply on the left and no ions arriving from the right.

### Dividing out equilibrium

Write ρ = ρ_eq ζ(x,v), where ζ now denotes a function and no longer the drag coefficient. Near the saddle

ρ_eq = N exp[(ω_b²x² − v²)/2s²], N = exp(−E_b/k_BT)/Z.

Its derivatives are ∂_xρ_eq = (ω_b²x/s²)ρ_eq and ∂_vρ_eq = −(v/s²)ρ_eq. In the first two terms of the Fokker–Planck equation, the parts in which ρ_eq is differentiated are

−v(ω_b²x/s²)ρ_eqζ + ω_b²x(v/s²)ρ_eqζ = 0.

In the friction term,

vρ + s²ρ_v = vρ_eqζ − vρ_eqζ + s²ρ_eqζ_v = s²ρ_eqζ_v.

Its v derivative is ρ_eq(s²ζ_vv − vζ_v). Setting ρ_t = 0 and dividing by ρ_eq leaves

−vζ_x − ω_b²xζ_v − γvζ_v + γs²ζ_vv = 0.

The boundary conditions are ζ → 1 far to the left and ζ → 0 far to the right, at fixed v.

### Reduction to one variable

The coefficients are linear in x and v, which suggests a solution that depends on one linear combination. Try ζ = F(u) with u = v − Ax and constant A. Then ζ_x = −AF', ζ_v = F' and ζ_vv = F'', so

[(A − γ)v − ω_b²x]F' + γs²F'' = 0.

This is an equation in u alone if the bracket is a multiple of u. Taking out A − γ gives (A − γ)[v − ω_b²x/(A − γ)], so the requirement is

A(A − γ) = ω_b².

With A − γ called λ, this reads λ(λ + γ) = ω_b², the growth-rate equation found without noise. The bracket equals λu, and

F'' = −(λ/γs²) u F'.

Integrating once gives F' = C exp(−λu²/2γs²). The positive root makes F' a Gaussian, so F can level off on both sides. The negative root would make F' grow without bound, and no choice of constants could satisfy the boundary conditions. Hence A = λ + γ is positive, and far to the left u → +∞. The conditions become F(+∞) = 1 and F(−∞) = 0, which give

ζ = Φ((v − Ax)/σ), σ² = γs²/λ,

where Φ(z) = (2π)^(−1/2) ∫_{−∞}^z exp(−y²/2) dy.

At x = 0 the meaning is plain. For γ → 0 the width σ vanishes and ζ becomes a step: ions moving right are fully present and ions moving left are absent. This is the TST assumption. Friction blurs the step, so some ions from the reactant well are moving left at the saddle. They have been turned back.

### The flux and the transmission factor

Integrate the steady Fokker–Planck equation over v. The terms that are v derivatives vanish because ρ falls off at large |v|, leaving ∂_x ∫vρ dv = 0. The flux is the same at every x, and x = 0 is the easiest place to find it:

J = N ∫_{−∞}^{∞} v exp(−v²/2s²) Φ(v/σ) dv.

Use v exp(−v²/2s²) = −s² d/dv exp(−v²/2s²) and integrate by parts. The boundary terms vanish, and the derivative of Φ(v/σ) is exp(−v²/2σ²)/(σ√(2π)). Therefore

J = N s²/(σ√(2π)) ∫ exp[−½v²(1/s² + 1/σ²)] dv.

The Gaussian integral is √(2π) sσ/√(s² + σ²), so

J = N s² · s/√(s² + σ²).

The one-way thermal flux found earlier is Ns². Their ratio is the transmission factor:

κ = (1 + σ²/s²)^(−1/2) = (1 + γ/λ)^(−1/2) = √(λ/(λ + γ)).

Since λ + γ = ω_b²/λ, the quantity under the root is λ²/ω_b². Hence

κ = λ/ω_b = √(1 + g²/4) − g/2.

The candidate from the noise-free motion is confirmed. Temperature has cancelled, as the dimensional argument required: hotter ions arrive faster, but the noise is stronger in the same proportion.

### The two limits and the rate

For small g, expand the square root:

κ = 1 − g/2 + g²/8 + ...

For large g, write the growth equation as κ = 1/(g + κ). The first estimate κ = 1/g, put back on the right, gives

κ = 1/g − 1/g³ + ...

Evaluating the flux integral by numerical quadrature gives κ = 0.995 at g = 0.01, 0.951 at g = 0.1, 0.618 at g = 1 and 0.099 at g = 10. At g = 50 the product κg is 0.9996, in agreement with 1 − 1/g².

For a thermally filled well the rate through this saddle is

k = κ (ω₀/2π) exp(−E_b/k_BT).

At strong friction it becomes

k → [ω₀ω_b/(2πγ)] exp(−E_b/k_BT) = [√(K₀K_b)/(2πmγ)] exp(−E_b/k_BT).

The mass enters through the drag coefficient mγ alone, as the opening argument demanded.

### The same factor from trajectories

Combine the Langevin equations into y = v + (λ + γ)x. Then

y' = ω_b²x − γv + (λ + γ)v + R/m = λv + ω_b²x + R/m = λy + R/m,

where the last step uses ω_b² = λ(λ + γ). The solution is

y(t) = exp(λt)[y(0) + ∫₀^t exp(−λt₁) R(t₁)/m dt₁].

At long times the integral is a Gaussian random number of variance 2γs²/(2λ) = γs²/λ, which is σ². The other combination, w = v − λx, obeys w' = −(λ + γ)w + R/m, so its spread stays finite while y grows exponentially. Since x = (y − w)/(2λ + γ), the final side of the saddle is decided by the sign of y. An ion started at x = 0 with velocity v ends on the product side with probability Φ(v/σ).

Now fold the flux integral onto positive v. Because Φ(−z) = 1 − Φ(z),

κ = ∫₀^∞ (v/s²) exp(−v²/2s²) [2Φ(v/σ) − 1] dv = 2P − 1,

where P is the probability of ending as product, averaged over right-going starts weighted by their flux. For g = 1, a set of 40,000 simulated Langevin trajectories gave P = 0.810 and κ = 0.620, with a standard error of 0.004. The formula gives 0.618.

## Part 2. The whole hop: thermal supply, field and memory

The symbols carried over are these. The ion has mass m, barrier E_b, well frequency ω₀, saddle frequency ω_b and friction rate γ, with g = γ/ω_b and s² = k_BT/m. The positive root of λ² + γλ = ω_b² is the growth rate λ. An ion started at the saddle with velocity v ends as product with probability Φ(v/σ), where σ² = γs²/λ. The transmission factor and rate are

κ = (1 + σ²/s²)^(−1/2) = λ/ω_b = √(1 + g²/4) − g/2,

k = κ (ω₀/2π) exp(−E_b/k_BT).

They assume a high barrier, a thermally filled well, a saddle that is parabolic where returns are decided, and friction without memory.

### When weak friction does not give TST

The limit κ → 1 concerns the saddle alone. Friction also supplies the ions that have enough energy to cross. With the bath disconnected each ion keeps its energy, and once those above the barrier have left, none replace them. At fixed E_b/k_BT the long-time escape rate must therefore vanish as γ → 0.

A single traverse of the well shows when this matters. The energy E = ½mv² + V loses mγv² per unit time to drag. If friction is weak enough to leave the path almost undamped, the loss over one traverse at the barrier energy is

∫ mγv² dt = γS, S = ∫ m|v| dx.

The random force does work at the rate vR, so the energy also spreads, with variance

∫ v² · 2mγk_BT dt = 2k_BT γS.

(The noise also heats the ion at the mean rate γk_BT, which is a small correction to the loss for an ion about k_BT from the barrier energy when E_b ≫ k_BT.) Ions that cross come mostly from a layer of width k_BT near the barrier energy. If γS ≫ k_BT, one traverse mixes this layer with the states below it and keeps it filled. If γS is comparable with k_BT or smaller, the layer is depleted. Weak friction therefore gives TST in the window

γ ≪ ω_b and γS ≫ k_BT.

The window can open because S/k_BT grows with the barrier height, but it needs a high barrier. For the cosine path used below at E_b/k_BT = 13.5, the full Fokker–Planck rate is 0.75, 0.85 and 0.84 of the TST value at g = 0.1, 0.2 and 0.3, so TST is not closely reached at these frictions.

### A comparison with the whole potential

The full Fokker–Planck equation can be solved in a periodic potential, with no parabolic approximation. Take

V/k_BT = −(b/2) cos θ − (b/40) cos 2θ,

where θ is proportional to x. The barrier between θ = 0 and θ = π is b in units of k_BT. The second derivative with respect to θ is 0.6b at the well and −0.4b at the saddle, so ω₀² = 1.5ω_b². The two frequencies differ, so the comparison tests their separate roles in the rate.

Close two periods into a ring. Each well is then joined to the other by two saddles. If p₁ and p₂ are the populations,

p₁' = −2kp₁ + 2kp₂, p₂' = 2kp₁ − 2kp₂,

and p₁ − p₂ decays at the rate 4k. Among the solutions of the Fokker–Planck equation that change sign from one well to the next, the slowest decays at this rate. Its decay rate divided by 4 is thus the hopping rate. It was computed with Fourier functions in θ and Hermite functions in v.

For g = 1, the computed rate divided by the Kramers formula is 0.952 at b = 8 and 0.970 at b = 12. For g = 4 the ratios are 0.943 and 0.965. The formula is a few per cent too high at these barriers, and the error shrinks as the barrier grows.

At g = 0.05 and b = 8 the loss γS is 1.4 k_BT, outside the window. The computed rate is 0.32 of the TST value, whereas κ is 0.975. Three effects are contained in this number and are not separated: the depletion just described, flights in which an ion crosses a second saddle before it settles, and the finite height of the barrier. The last shows when b is raised to 12 and g lowered to 0.033, which keeps the loss γS the same: the ratio rises to 0.34.

### A periodic path in a field

For the ion example take a cosine path of hop length a and add a force qF:

U(x) = (E_b/2)[1 − cos(2πx/a)] − qFx.

Here x is measured from a well. Without the field, the curvature at the well and at the saddle has the same size, (E_b/2)(2π/a)². Setting it equal to mω² gives

ω₀ = ω_b = ω = (π/a)√(2E_b/m).

At a well or a saddle U' = 0, which means

sin(2πx/a) = f, f = qFa/(πE_b).

For 0 ≤ f < 1 the well lies at 2πx/a = arcsin f and the next saddle at π − arcsin f. The two cosines are ±√(1 − f²), and the distance from well to saddle is (a/2π)(π − 2 arcsin f). The forward barrier is therefore

E₊ = E_b√(1 − f²) − qFa/2 + (qFa/π) arcsin f.

Since qFa/π = fE_b,

E₊ = E_b[√(1 − f²) + f arcsin f] − qFa/2.

The well behind this saddle is higher by qFa than the well ahead of it, so the return barrier is E₋ = E₊ + qFa. Both curvatures are multiplied by √(1 − f²).

Forward and backward crossings of one saddle share the same κ, which depends on γ and the saddle curvature and not on direction. The wells are equivalent, so

k₋/k₊ = exp(−qFa/k_BT).

This is detailed balance, and friction does not disturb it. The drift speed is

v_d = a(k₊ − k₋).

For f ≪ 1 the bracket in E₊ differs from 1 by terms of order f². If the resulting shift of order f²E_b is also small against k_BT, then

v_d = 2ak sinh(qFa/2k_BT).

At small qFa/k_BT this becomes (qa²k/k_BT)F. The mobility qa²k/k_BT carries the same factor κ as the zero-field rate.

### Strong friction as a limit for the drift

When inertia is negligible, the current in the tilted potential can be found without a harmonic approximation. Let p(x) be the periodic density and D = k_BT/(mγ). Drag balances force, and diffusion is added:

J = −D exp(−U/k_BT) d/dx[exp(U/k_BT) p].

In the steady state J is constant. Integrate over the period from x − a to x, using p(x − a) = p(x) and U(x − a) = U(x) + qFa:

exp(U(x)/k_BT) p(x) [exp(qFa/k_BT) − 1] = (J/D) ∫_{x−a}^x exp(U(z)/k_BT) dz.

Solving for p and requiring one ion per period fixes J, and the drift speed is Ja. Take the ion, path and field (1 MV/cm) of the example below, but raise the friction to γ = 300ω so that inertia is negligible. Numerical integration then gives 0.9810 of the harmonic hopping result at 300 K and 0.9605 at 600 K.

The size of the difference can be traced. Write φ for 2πx/a. At zero field the well is

V = E_bφ²/4 − E_bφ⁴/48 + ...

The quadratic part gives ⟨φ²⟩ = 2k_BT/E_b and ⟨φ⁴⟩ = 3⟨φ²⟩² = 12(k_BT/E_b)². The quartic term therefore multiplies the well integral by 1 + k_BT/(4E_b). The saddle integral gains the same factor, by the symmetry of the cosine. The rate contains the inverse of both, so its factor is 1 − k_BT/(2E_b) at leading order. This accounts for most of the reduction found.

### Friction with a memory

Ions and lattice atoms move on similar time scales, so drag that responds at once is a doubtful assumption at the saddle. Let the drag respond over a time τ. Introduce an acceleration z from the surroundings:

v' = ω_b²x + z, z' = −z/τ − (γ/τ)v + η(t),

⟨η(t)η(t')⟩ = (2γs²/τ²) δ(t − t').

For τ → 0 this returns to z = −γv plus the earlier noise. At equilibrium z has variance γs²/τ, independent of v.

Seek a growing combination y = v + Ax + Bz with y' = λy + Bη. Matching the coefficients of z, x and v gives

1 − B/τ = λB, ω_b² = λA, A − γB/τ = λ.

The first yields B = τ/(1 + λτ). Inserting this in the third and multiplying by λ yields

λ² + γλ/(1 + λτ) = ω_b².

The left side rises steadily with λ from zero, so there is one positive root. Multiplying out gives a cubic whose roots have product ω_b²/τ and sum −1/τ. The other two roots thus have a positive product and a negative sum, so both decay. In the growing motion v = λx and z = −γλx/(1 + λτ), which gives y = [2λ + γ/(1 + λτ)²]x. The bracket is positive, so the sign of y again decides the outcome.

For a start at x = 0, y(0) = v + Bz. The spread about v comes from the thermal value of z and from later noise:

σ² = B²γs²/τ + B²(2γs²/τ²)/(2λ) = γs²/[λ(1 + λτ)].

By the new growth equation this is s²(ω_b² − λ²)/λ², so 1 + σ²/s² = ω_b²/λ². The equilibrium motion looks the same when time and velocities are reversed, so the chance that an ion at the saddle came from the reactant side again follows from its reversed future. The flux integral of Part 1 is unchanged, and κ = λ/ω_b with the new λ. For τ > 0 the drag term is smaller at each λ, so memory of this form raises κ.

### A worked oxide-memory example

Consider an oxygen ion jumping into a neighbouring vacancy in a resistive memory based on an oxide like hafnium oxide. Rough typical values are E_b = 0.70 eV, a = 0.28 nm, mass 16 u and charge 2e. Each jump moves the vacancy one site the opposite way and leaves it behind the ion that jumped. It is therefore the vacancy, not a single ion, that travels along the row, and v_d is its speed. The friction rate γ = 20 ps⁻¹ is a round model choice.

The cosine formula gives ω = 32.6 ps⁻¹, an attempt frequency ω/2π of 5.19 THz. Then g = 20/32.6 = 0.613, and

κ = √(1 + 0.613²/4) − 0.613/2 = 0.74.

At 300 K, E_b/k_BT = 27.1. The TST rate is 9.0 s⁻¹ and the Kramers rate is 0.74 × 9.0 = 6.7 s⁻¹. The vacancy can be filled from either side, so its mean dwell time on a site is 1/(2 × 6.7 s⁻¹) = 0.075 s. At 600 K, as in a heated filament, the Kramers rate is 5.1 × 10⁶ s⁻¹ and the dwell time is 99 ns. These are harmonic values: the finite height of the cosine barrier lowers the 600 K rate by about 2% and lengthens the dwell time accordingly.

In a field of 1 MV/cm the energy gained per hop is 2 × 0.1 × 0.28 = 0.056 eV. The barriers become 0.672 eV forward and 0.728 eV backward, while κ is unchanged to four digits. At 300 K the rates are 19.5 and 2.2 s⁻¹, so

v_d = 0.28 nm × (19.5 − 2.2) s⁻¹ = 4.8 nm/s.

The small-field formula gives 4.0 nm/s. At 600 K the speed is 1.6 × 10⁶ nm/s, or 1.6 nm/µs.

The thermal supply is secure in this model. At the barrier energy E_b − V = E_b cos²(πx/a), so

S = √(2mE_b) ∫ cos(πx/a) dx = √(2mE_b) · 2a/π = 4E_b/ω,

with x running from −a/2 to a/2. The weak-friction estimate of the loss is γS/k_BT = 4 × 0.613 × 27.1 = 66 at 300 K, and 33 at 600 K. These are not actual losses, since an ion at the barrier energy has only 27 and 13.5 k_BT above the well bottom. With drag alone, an ion that starts k_BT above the barrier energy passes the well bottom and turns back about 0.1a beyond it. By then it has lost about 25 k_BT at 300 K, or 13 k_BT at 600 K. This is far more than the k_BT width of the layer that supplies the crossings, so the supply of energetic ions is not the bottleneck.

For a memory time of 0.02 ps, also a round choice, the modified growth equation gives κ = 0.82, which is 11% above the Markovian value.

Quantum motion is sized without friction. A parabolic barrier transmits a particle of energy ε above its top with probability 1/[1 + exp(−2πε/ħω)], a standard result taken over here. Averaging it over thermal energies by quadrature raises the flux by 2.9% at 300 K. Replacing the classical well population by the sum over oscillator levels adds another 2.9%. Together they give 5.9%, and 1.45% at 600 K. The thermal average converges only above T = ħω/(2πk_B) = 40 K, and the parabolic estimate becomes unreliable already as that temperature is approached from above.

### The model beside a real device

A real hafnium-oxide film is often disordered, and its migration barriers vary with the site and with the charge of the defect. This breaks the assumption of one barrier. At fixed prefactor, a change of 0.05 eV multiplies or divides the rate by 6.9 at 300 K and by 2.6 at 600 K, far more than friction, memory or tunnelling does here. The dwell time of 0.075 s is also very short beside the years for which a nonvolatile memory must hold its state. A device whose state depended on single hops over this barrier would not retain it at room temperature. The chosen field lies below the rough breakdown strength of such films, a few MV/cm, but the field at an ion near a filament may differ from the applied one. Also left out are the vibrations transverse to the path, which change the prefactor, and the forces between defects. For these parameters κ is a correction of about a quarter, and knowledge of the barrier limits the prediction.
